Fast neutrals from resonant charge exchange in a uniform-field sheath

Positive ions leave a plasma, cross a sheath and strike a wall. On the way some of them take an electron from a gas atom of their own kind. The former ion then carries on as a fast neutral, which the field no longer affects, and the former atom is a new, slow ion. The problem is to find the energy spectrum of the fast neutrals.

The model is one-dimensional and steady. The sheath edge is at x = 0 and the wall at x = L. A constant, uniform field of strength E pushes ions of charge e towards the wall. Ions enter at rest, and the gas atoms are at rest. The only collision is resonant charge exchange, taken to transfer the electron and no momentum: the neutral keeps the velocity of the ion, and the new ion starts at rest. The mean free path λ for this process does not depend on energy. There is no ionization in the sheath. Until part (f), neutrals have no collisions after they are made.

Energies ε are kinetic energies of motion towards the wall. It is convenient to define

V = eEL, T = eEλ, N = L/λ = V/T, u = ε/T.

V is the energy gained in a free fall through the whole sheath, so it is an energy here, numerically equal in eV to the voltage drop. T is the energy gained over one mean free path. It is not a gas temperature.

**(a) How does the ion flux vary across the sheath, and how many neutrals are made for each ion that reaches the wall?**

Let Γ(x) be the ion flux towards the wall. In a layer of thickness dx, a fraction dx/λ of the ions passing through it undergo exchange. The layer therefore loses Γ dx/λ fast ions per unit area and time, and gains the same number of new ions. The new ions are accelerated towards the wall and join the flux. In the steady state the two terms cancel:

dΓ/dx = −Γ/λ + Γ/λ = 0.

So Γ is the same at every x. The ions at the wall are mostly not those that entered if N is large, but their number is the same. The number of exchanges per wall ion is

(1/Γ) ∫₀ᴸ Γ dx/λ = L/λ = N.

Each exchange makes one neutral, so N neutrals are made per wall ion. N may be larger than one because a single entering ion starts a chain of successive ions.

**(b) Find the number of neutrals made with energy above ε, per wall ion, and from it the spectrum n(ε).**

An ion that has travelled a distance d since it was born, or since it entered, has energy eEd. An exchange therefore makes a neutral of energy above ε only if the ion has flown farther than

ℓ = ε/(eE), so that ℓ/λ = ε/(eEλ) = u.

Consider the ions passing a point x. If x < ℓ, none has had room for such a flight. If x > ℓ, the ions that have flown farther than ℓ are those that passed x − ℓ and then had no exchange up to x. The flux at x − ℓ is Γ, and the chance of no exchange over ℓ is exp(−ℓ/λ). The fraction of the flux at x with energy above ε is therefore exp(−ℓ/λ) = exp(−u).

Because λ does not depend on energy, the ions that undergo exchange at x are a fair sample of the flux there. Per wall ion, dx/λ exchanges occur in dx. The number of neutrals above ε is then

M(ε) = ∫ from ℓ to L of exp(−u) dx/λ
= exp(−u) (L − ℓ)/λ
= (N − u) exp(−u), for 0 ≤ ε ≤ V.

The spectrum n(ε) is defined so that n dε neutrals per wall ion lie in dε. Since M counts those above ε, it falls as ε rises, and n = −dM/dε. With d/dε = (1/T) d/du,

n(ε) = −(1/T) d/du [(N − u) exp(−u)]
= −(1/T) [−exp(−u) − (N − u) exp(−u)]
= (1/T) exp(−u) (1 + N − u).

In terms of the energies, using N − u = (V − ε)/T,

n(ε) = (1/T) exp(−ε/T) [1 + (V − ε)/T], 0 < ε < V,

and n = 0 above V. At the upper end n has the finite value exp(−N)/T and then drops to zero.

**(c) Obtain the same spectrum from the local ion spectrum, and explain the term 1 in the bracket.**

The ions passing x are of two sorts. Those born between x′ and x′ + dx′ make up a fraction (dx′/λ) exp[−(x − x′)/λ] of the flux, and have energy ε = eE(x − x′). An interval dx′ corresponds to an energy interval of size dε = eE dx′, so their spectrum is

(1/(eEλ)) exp(−ε/(eEλ)) = (1/T) exp(−ε/T), for ε < eEx.

The others entered at x = 0 and have had no exchange. They all have the energy eEx and form the fraction exp(−x/λ). The normalized ion spectrum at x is thus

f(ε, x) = (1/T) exp(−ε/T) [for ε < eEx] + exp(−x/λ) δ(ε − eEx).

Its integral is 1 − exp(−x/λ) + exp(−x/λ) = 1, as it must be.

The neutral spectrum is the integral of f dx/λ over the sheath. The first part contributes where x > ℓ:

(1/T) exp(−u) (L − ℓ)/λ = (1/T) exp(−u) (N − u).

In the second, integration of the delta function over x gives a factor 1/(eE) and sets x = ℓ:

(1/λ) (1/(eE)) exp(−ℓ/λ) = (1/T) exp(−u).

The sum is the result of (b). The term 1 comes from the first exchange of each entering ion. The entering ions that reach the wall without an exchange form a sharp line at V. Those that do exchange make their first neutrals at all depths, and so at all energies up to V, which gives a continuous contribution.

**(d) Find the total energy carried by the neutrals and by the ions, and check the energy balance.**

The neutral energy per wall ion is the integral of ε n. Since n = −dM/dε, integration by parts gives

∫₀ⱽ ε n dε = −[ε M]₀ⱽ + ∫₀ⱽ M dε = ∫₀ⱽ M dε,

because εM vanishes at ε = 0 and M vanishes at V. With dε = T du,

∫₀ⱽ M dε = T ∫₀ᴺ (N − u) exp(−u) du
= T {[−(N − u) exp(−u)]₀ᴺ − ∫₀ᴺ exp(−u) du}
= T [N − 1 + exp(−N)].

For the ions at the wall, the fraction above ε is exp(−u) for ε < V, by the argument of (b) at x = L. Their mean energy is the integral of this fraction:

T ∫₀ᴺ exp(−u) du = T [1 − exp(−N)].

The two energies add to TN = V. This is the work that the field does per ion charge carried across the sheath, so nothing is missing. In a long sheath the ions keep about T and the neutrals take the rest.

Division by the number N gives the mean neutral energy,

⟨ε⟩ = T {1 − [1 − exp(−N)]/N}.

It is below T because ions near the sheath edge have not had room for long flights.

**(e) Examine the limits of a short and a long sheath. Is the tail of the long-sheath spectrum exponential with energy T? At fixed V and L, which N gives the most neutrals above a given energy?**

In a short sheath, N ≪ 1, u is also small throughout the range, and n ≈ 1/T = N/V. The spectrum is flat from 0 to V. The few exchanges that occur are spread evenly over the depth, and the energy is proportional to depth. The mean energy agrees: N − 1 + exp(−N) ≈ N²/2, so ⟨ε⟩ ≈ TN/2 = V/2.

In a long sheath, N ≫ 1, the bracket is close to N as long as u is neither near N nor a large fraction of it. Then

n(ε) ≈ (N/T) exp(−ε/T).

The ratio of the full spectrum to this form is

(1 + N − u)/N = 1 + (1 − u)/N.

The limiting form is thus accurate where |u − 1| ≪ N. It is too low below ε = T, correct at ε = T, and too high above. At ε = V it is too high by the factor N. A long sheath by itself does not make the whole tail exponential.

The local slope shows the same thing. Define T_loc = −n/(dn/dε). From

dn/dε = (1/T²) [−exp(−u) (1 + N − u) − exp(−u)]
= −(1/T²) exp(−u) (2 + N − u),

one finds

T_loc = T (1 + N − u)/(2 + N − u).

This is below T at every energy in the range and falls to T/2 at ε = V. A value of T read from the slope of this production spectrum is therefore too low.

The fraction of wall ions above ε is exp(−u), so above ε < V there are M/exp(−u) = N − u neutrals made for each wall ion. Neutrals are in the majority up to u = N − 1, that is, up to one T below the full drop.

For the last question let r = ε/V, so that u = Nr and

M = N (1 − r) exp(−Nr).

With r fixed, dM/dN = (1 − r)(1 − Nr) exp(−Nr), which is positive for Nr < 1 and negative beyond. The maximum is at N = 1/r = V/ε, where T = ε. With fewer exchanges there are too few neutrals; with more, the ions seldom reach ε. Since N is proportional to gas density at fixed L, this gives a best density for production, provided that V, L and the ion flux stay fixed as the density changes. In a discharge they need not.

**(f) A neutral–gas collision now removes a neutral from the count. Let λn be its constant mean free path and κ = λ/λn. Find the spectrum of neutrals that arrive at the wall without a collision.**

A neutral made at x must cross L − x, which it does without a collision with probability exp[−(L − x)/λn]. This weight enters the integral of (b). With y = L − x,

M_a(ε) = exp(−u) ∫ from 0 to L − ℓ of exp(−y/λn) dy/λ
= exp(−u) (λn/λ) {1 − exp[−(L − ℓ)/λn]}.

Here λn/λ = 1/κ and (L − ℓ)/λn = κ(N − u). Let q = exp[−κ(N − u)], for which dq/du = κq. Then

M_a(ε) = exp(−u) (1 − q)/κ,

n_a(ε) = −(1/T) dM_a/du
= (1/T) exp(−u) [(1 − q)/κ + q].

If κN ≪ 1, then (1 − q)/κ ≈ N − u and q ≈ 1, and the result of (b) returns. If instead both q and κq are much less than one, then

n_a(ε) ≈ (1/(κT)) exp(−ε/T).

Now the neutrals come from a layer of thickness about λn next to the wall, where the ion spectrum has settled to its exponential form up to high energy. The slope energy is T, but the total number is about λn/λ and no longer grows with L.

The spectrum of (b) is therefore one of production. It is also the spectrum at the wall if L ≪ λn. Together with the long-sheath condition L ≫ λ, this needs λ ≪ λn. Neutrals that have been scattered, and the atoms they set in motion, also reach the wall but are not in n_a.

**(g) Evaluate the spectrum for a gas pressure of 0.3 Torr at 400 K, an exchange cross section of 4.0×10⁻¹⁵ cm², a 4.0 mm sheath with a 150 V drop, and an ion current density of 0.1 mA/cm². Find the production above 50 eV.**

These are round model values for no particular gas. The gas density, from the ideal-gas law, is 7.242×10¹⁵ cm⁻³. Hence

λ = 1/(7.242×10¹⁵ × 4.0×10⁻¹⁵) cm = 0.345 mm,
N = 4.0/0.3452 = 11.59,
T = 150 eV/11.588 = 12.9 eV (2.07×10⁻¹⁸ J).

The neutrals carry 137.1 eV per wall ion and the ions 12.9 eV, which add to 150 eV. The mean neutral energy is 11.8 eV.

At 50 eV, u = 50/12.945 = 3.863 and exp(−u) = 0.0210. Then

M = (11.588 − 3.863) × 0.0210 = 7.725 × 0.0210 = 0.162.

A simulation of individual ion histories with the same parameters gives 0.161. The current density corresponds to an ion flux of 6.24×10¹⁴ cm⁻² s⁻¹, so the production above 50 eV is

6.24×10¹⁴ × 0.162 = 1.01×10¹⁴ cm⁻² s⁻¹.

About one wall ion in 48 is above 50 eV, while 7.7 neutrals above 50 eV are made for each such ion.

The long-sheath form would give N exp(−u) = 0.24, which is 50 % above the full value, even though N exceeds 11. For the spectrum itself at 50 eV the two values are 0.0188 and 0.0142 eV⁻¹. At 100 eV the long-sheath form is too high by a factor of 2.4. The local slope energy at 50 eV is 12.945 × 8.725/9.725 = 11.6 eV, about 10 % below T.

By (e), production above 50 eV at this fixed drop, length and ion flux would be greatest at N = 150/50 = 3. The example lies well on the high-density side of that maximum.

**(h) Which neglected effects matter most for these numbers, and how does the model stand beside a real reactor?**

Each effect below is changed alone, with the mean voltage drop, the sheath length and the other parameters held fixed. The figure to compare is M = 0.162 above 50 eV.

Neutral collisions strongly reduce the number that reaches the wall uncollided. For an assumed neutral–gas cross section of 2.0×10⁻¹⁵ cm², λn = 0.690 mm and κ = 0.50. Of the 11.6 neutrals made per wall ion, 1.99 arrive without a collision. Above 50 eV the number is 0.041, a quarter of the production, and the uncollided flux is 2.6×10¹³ cm⁻² s⁻¹. At 150 eV the made and uncollided spectra coincide, because a neutral of the full energy can be made only at the wall.

A field that rises linearly from zero at the sheath edge raises M to 0.276, or by 70 %. The ions are then taken to enter with a small but nonzero speed, since an ion at rest in zero field would not start. At the wall such a field is twice the mean field. An ion that flies the last distance sλ before the wall gains T(2s − s²/N), since the potential energy varies as x². In a long sheath s has mean 1 and mean square 2, so the mean ion energy is about

2T (1 − 1/N) = 2 × 12.945 × (1 − 1/11.588) eV = 23.7 eV.

The simulated value is 23.6 eV, against 12.9 eV in the uniform field.

Radiofrequency modulation does not average out, because the flight time over one λ from rest, 87 ns for an ion of 40 u in the static field, is not long compared with the 73.7 ns period at 13.56 MHz. A spatially uniform field that swings between zero and twice its mean gives M ≈ 0.150 and a mean neutral energy of 12.3 eV. Here the number above 50 eV falls although the mean energy rises slightly.

An exchange cross section that equals the assumed value at energy T and falls by 15 % of it per decade of energy gives M ≈ 0.182, a rise of about 12 % (the simulated 0.181 carries a scatter of about 0.001). The exponent for survival up to 50 eV, the integral of the relative cross section over u, falls from u = 3.863 to u − 0.15 (u ln u − u)/ln 10 = 3.77. The chance of reaching 50 eV is then about 9 % higher, which is most of the rise. An entry energy of 2 eV, w = 0.155 in units of T, changes only the first exchanges and adds exp(−u)[exp(w) − 1] = 0.0035 to M. This gives 0.166, a change of about 2 % (the simulated value is 0.165). The mean thermal energy of a gas atom, 0.05 eV, is about 0.4 % of T, which supports the cold-gas assumption at this field.

The parameters are in the rough regime of parallel-plate reactors for plasma-enhanced deposition, which work at pressures from some tenths of a Torr to several Torr, often at 13.56 MHz, with sheaths of millimetre size. The pressure here is at the low end of that range, and the sheath voltage depends strongly on drive power and electrode areas. Real sheaths break the uniform-field assumption, which moves M up by 70 % in the linear-field case, and their neutrals do collide, which in the uniform field leaves only a quarter of those above 50 eV uncollided. The two factors cannot simply be multiplied, because uncollided neutrals come mostly from near the wall, where the linear field is strongest. With both changes together, the uncollided number above ε is the integral of exp{−[x − √(x² − L²ε/V)]/λ − (L − x)/λn} dx/λ from x = L√(ε/V) to L. At 50 eV this is 0.144, about 3.5 times the 0.041 of the uniform field. Collisions thus lower the number above 50 eV by a factor of about 1.9 in the linear field, against about 4 in the uniform one. Nor is a uniform field consistent with the assumed current: at the ion speeds of the model, the space charge of the ions alone would change the field across the sheath by about 2.8 times its mean. Deposition gases are also often mixtures with several kinds of ion, for which exchange need not be resonant. Elastic scattering of ions, motion of the sheath edge and ionization in the sheath are left out and have not been sized. The value 0.162 is thus a result of the model, not a prediction for a given reactor. Most of the values are in the numerical output below.

Calculated quantities

```
Gas pressure: 0.3 Torr
Gas temperature: 400 K
Charge-exchange cross section: 4.0e-15 cm2
Sheath length: 4.0 mm
Sheath voltage: 150 V
Ion mass: 40 u
Ion current density: 0.1 mA/cm2
Gas density: 7.242e+15 cm^-3
Exchange mean free path: 0.3452 mm
N, neutrals made per wall ion: 11.588
Energy scale T: 12.945 eV = 2.074e-18 J
Spectra per wall ion, in 1/eV: made | long limit | uncollided
  at   0 eV: 9.724e-01 | 8.952e-01 | 1.543e-01
  at  10 eV: 4.216e-01 | 4.134e-01 | 7.120e-02
  at  25 eV: 1.193e-01 | 1.298e-01 | 2.231e-02
  at  50 eV: 1.416e-02 | 1.881e-02 | 3.213e-03
  at  75 eV: 1.599e-03 | 2.727e-03 | 4.576e-04
  at 100 eV: 1.659e-04 | 3.953e-04 | 6.328e-05
  at 150 eV: 7.168e-07 | 8.306e-06 | 7.168e-07
Mean neutral energy: 11.828 eV
Energy in neutrals per wall ion: 137.06 eV
Mean wall-ion energy: 12.945 eV
Threshold: 50 eV, in units of T: 3.863
Local slope energy at threshold: 11.614 eV
Neutrals made above threshold per wall ion: 0.1623
  same, Monte Carlo: 0.1614
  same, long limit: 0.2435
Wall ions above threshold, fraction: 0.0210
Neutral-to-ion ratio above threshold: 7.725
Ion flux: 6.242e+14 cm^-2 s^-1
Production above threshold: 1.013e+14 cm^-2 s^-1
Neglected effects:
Assumed neutral-gas cross section: 2.0e-15 cm2
Neutral mean free path: 0.6904 mm
kappa: 0.50
Uncollided neutrals arriving per wall ion: 1.994
Uncollided above threshold per wall ion: 0.0411
Uncollided flux above threshold: 2.568e+13 cm^-2 s^-1
Linear field, made above threshold: 0.276
Linear field, mean wall-ion energy: 23.6 eV
Radio frequency: 13.56 MHz, period 73.7 ns
Static-field flight time over one mean free path: 87.4 ns
RF field, made above threshold: 0.150
RF field, mean neutral energy: 12.3 eV
Assumed cross-section fall: 15 % of its value at T per decade of energy
Falling cross section, made above threshold: 0.181
Assumed ion entry energy: 2.0 eV
With entry energy, made above threshold: 0.165
Mean thermal energy of gas atom: 0.0517 eV
```
